# Computing and inverting multiphonon incoherent scattering spectra of harmonic crystals, part 2

The problem is to recover the phonon density of states $g(E)$ from an incoherent scattering spectrum $S(E)$ that includes multiphonon processes. Energies are in meV, lengths in Å, times in $\hbar$/meV. The probe scatters once, with momentum transfer $\hbar\mathbf Q$, from one atom of mass $M$ in a harmonic crystal at $\beta = 1/k_BT$. The crystal gains energy $E>0$, $u$ is the atom's displacement along $\mathbf Q$, and $E_R = \hbar^2Q^2/2M$. Both $S$ and $g$ (projected on this atom and direction) have unit area. With $I(t) = \int S(E)\,e^{iEt}\,dE$,

$$I(t) = \exp[\,p(t) - 2W\,]. \tag{1}$$

$$p(t) = \int_{-\infty}^{\infty}P(E)\,e^{iEt}dE, \qquad P(E) = \frac{E_R\,g(|E|)}{E\,(1-e^{-\beta E})}$$

Here $P\ge0$ and $2W = p(0) = Q^2\langle u^2\rangle = \lambda_++\lambda_-$, where $\lambda_\pm$ are the areas of $P$ at $E>0$ and $E<0$. Both $S$ and $P$ have first moment $E_R$ and obey detailed balance, $P(-E) = e^{-\beta E}P(E)$. For continuous $g$, $p\to0$ at long times and the elastic weight is $f_0 = e^{-2W}$. Order $n$ contributes $e^{-2W}P^{*n}/n!$ to $S$, with $P^{*n}$ the $n$-fold convolution; its share is its fraction of $S(E)$. The Gaussian average $\langle e^X\rangle = e^{\langle X^2\rangle/2}$ behind (1) holds for $X$ linear in the phonon operators.

On the grid, $E_k = k\Delta$ for $k = -N/2,\dots,N/2-1$, $s_k = S(E_k)\Delta$ with the elastic weight added to $s_0$, $\pi_k = P(E_k)\Delta$, $t_j = 2\pi j/N\Delta$, $\delta t = 2\pi/N\Delta$ and $E_w = N\Delta/2$. Forward algorithm A sums the orders by repeated convolution; B exponentiates $p(t_j)$ and Fourier transforms.

The model has $M = 50$ u, $T = 300$ K ($k_BT = 25.852$ meV), $Q = 10$ Å⁻¹, $\Delta = 0.5$ meV, $N = 4096$ and

$$g(E) = E^2\left[c_a\,e^{-(E/20)^4} + c_b\,e^{-(E-30)^2/(2\cdot2.5^2)}\right],$$

with $c_a = 2.85617\times10^{-4}$, $c_b = 5.28255\times10^{-5}$ meV⁻³. Then $E_R = 4.180$ meV, $2W = 1.2172 = 0.7352+0.4821 = \lambda_++\lambda_-$ and $f_0 = 0.29605$. At 30 meV, $S = 6.7555\times10^{-3}$ meV⁻¹ with one-phonon share 0.4373.

The final listing also covers earlier checks: two coupled oscillators with force-constant matrix $K$, the Skellam law for the net phonon number, an fcc spring lattice, and the cumulants $\kappa_k$ of $S$.

### Inversion by the logarithm

Equation (1) never vanishes, so its logarithm exists as a continuous function of $t$. Given $s_k$ at fixed $Q$, elastic line included:

1. Form $I_j = \sum_ks_ke^{iE_kt_j}$.
2. Form $L_j = \ln|I_j| + i\varphi_j$, where $\varphi_j$ starts at $\varphi_0 = 0$ and each step adds the phase increment lying in $(-\pi,\pi]$. The index runs from 0 to $N-1$, which the periodicity in $j$ permits.
3. Read $2W = -\mathrm{Re}\,L_{N/2}$, the long-time plateau where $p$ has decayed.
4. Transform back, $\pi_k = N^{-1}\sum_j(L_j+2W)e^{-iE_kt_j}$.
5. For $E_k>0$ set $g(E_k) = E_k(1-e^{-\beta E_k})\,\pi_k/(\Delta E_R)$.

A constant added to $L$ transforms into a multiple of $\delta_{k0}$. An error in the plateau, or an unknown scale factor $c$ on the whole spectrum, which adds $\ln c$, therefore changes only the bin $E=0$ and leaves $g$ untouched; the program tests this with $c = 3.7$. For unnormalised data $2W = L_0 - \mathrm{Re}\,L_{N/2}$. The elastic line need not be separated from the inelastic intensity in the bin $E=0$.

Applied to the spectrum of algorithm A, the steps return $2W = 1.217235$, $\int g\,dE = 1.00000000$ and a largest error of $2.5\times10^{-16}$ meV⁻¹, against values of $g$ near 0.05 meV⁻¹. The last step can be followed by hand at 30 meV. The one-phonon intensity is $6.7555\times10^{-3}\times0.4373 = 2.954\times10^{-3}$ meV⁻¹, so $P = 2.954\times10^{-3}/0.29605 = 9.979\times10^{-3}$ meV⁻¹. The thermal factor is $30\,(1-e^{-30/25.852}) = 20.60$ meV, and $g = 20.60\times9.979\times10^{-3}/4.180 = 0.0492$ meV⁻¹, the true value being 0.04917.

The naive estimate puts $S/f_0$ in place of $P$. Because $S$ obeys detailed balance, $\int_0^\infty E(1-e^{-\beta E})S\,dE = \int_{-\infty}^\infty ES\,dE = E_R$, so the naive $g$ has area $1/f_0 = e^{2W} = 3.378$. After normalisation it equals the true $g$ divided by the one-phonon share and by $e^{2W}$: $0.04917/(0.4373\times3.378) = 0.0333$ meV⁻¹ at 30 meV. At 15 meV it is 0.0237 in place of 0.0468 meV⁻¹, and at 45 meV it is 0.0126 meV⁻¹, all of it false.

*Branch of the logarithm.* The continuous phase is $\mathrm{Im}\,p = E_R\int g\sin(Et)\,dE/E$, which is independent of temperature. Its slope is bounded by $E_R\int g\,dE = E_R$, so $E_R\,\delta t<\pi$ is sufficient for step 2 when the $I_j$ are noise-free and follow (1). The condition is the same as $E_R<E_w$ and does not ensure that the window holds the spectrum: for a spectrum cut off at $\pm E_w$, the lost weight bounds the error of each $I_j$ and should be small compared with $\min|I_j|$, which can lie below the plateau $e^{-2W}$ where $\mathrm{Re}\,p<0$. The principal value of the logarithm is wrong by a multiple of $2\pi i$ wherever $|\mathrm{Im}\,p|$ passes $\pi$. Since $|\mathrm{Im}\,p|\le E_R\int g\,dE/E = \lambda_+-\lambda_-$, which is the value of $2W$ at $T=0$, this can happen only when the zero-point $2W$ exceeds $\pi$. At $Q = 10$ Å⁻¹ the bound is $0.7352-0.4821 = 0.2531$. At $Q=45$ Å⁻¹ it is $0.2531\times4.5^2 = 5.13$, and the actual maximum is 3.98. There, at 20 K, with $E_R = 84.65$ meV, $2W = 5.361$ and $E_R\,\delta t = 0.26$, the unwrapped inversion errs by $6\times10^{-16}$ meV⁻¹ and the principal logarithm by 0.042 meV⁻¹, which is as large as $g$.

*Wrong elastic intensity.* The ratio of elastic to inelastic intensity does matter. If the elastic line is too large by the factor $1+\varepsilon$, then $I' = I+\varepsilon f_0 = f_0(e^{p}+\varepsilon)$. The recovered $P'$ has first moment $-i\,d\ln I'/dt$ at $t=0$, which is $E_R/(1+\varepsilon f_0)$. To turn this into the area of $g'$, $P'$ must obey detailed balance. In time that property reads $I(-t) = \int S(-E)e^{iEt}dE = I(t+i\beta)$, which $I'$ shares. The logarithm inherits it, and a shift of the contour returns it to $P'$, provided $I'$ has no zero for $0\le\mathrm{Im}\,t\le\beta$. In that strip $|p(t+i\tau)|\le\int Pe^{-E\tau}dE\le2W$, because the integral is convex in $\tau$ and equals $2W$ at $\tau=0$ and at $\tau=\beta$. For $\varepsilon>0$ a zero needs $|\mathrm{Im}\,p|\ge\pi$, so $2W<\pi$ excludes it. Then $\int g'dE = 1/(1+\varepsilon e^{-2W})$, and for $\varepsilon = 0.1$ this is $1/1.029605 = 0.97125$, as the program finds. The area of the recovered $g$ thus tests the elastic intensity when $M$ and $Q$ are known and $2W$ is not large. The area moves only by about $\varepsilon e^{-2W}$: at $Q = 20$ Å⁻¹ and $\varepsilon = 0.1$ it is 0.9992, while $g$ is wrong by about 0.05 in the $L^1$ norm. Rescaling $g'$ does not repair it: to first order $\delta L = \varepsilon e^{-p} = \varepsilon(1-p+p^2/2-\dots)$, and the terms from $p^2$ on change the shape.

*Resolution.* An energy-independent resolution function gives $S_{\rm obs} = R*S$ and $I_{\rm obs} = r(t)I(t)$. One takes $\ln(I_{\rm obs}/r)$ for $|t|<t_c$, subtracts the real part of its value near $t_c$ as the plateau, and sets $p=0$ beyond. The function transformed is then $p(t)-\mathrm{Re}\,p(t_c)$ times the cut. This is exact if $p$ has decayed by $t_c$, and otherwise returns $P(E)-\mathrm{Re}\,p(t_c)\,\delta(E)$ convolved with the transform of the cut, so that the plateau error is no longer confined to the bin $E=0$. For a Gaussian of $\sigma=1$ meV, $r = e^{-\sigma^2t^2/2}$, and $t_c = 4$ $\hbar$/meV, the noise-free test recovers $g$ to $5\times10^{-14}$ meV⁻¹. With noise, the factor $1/r(t_c) = e^8$ multiplies the amplification derived next at the edge of the cut, and $t_c$ must be reduced accordingly.

### Conditioning

Add independent errors $\eta_k$ of zero mean and variance $\sigma_\eta^2$ to the bins. Then $\delta I_j = \sum_k\eta_ke^{iE_kt_j}$ has $\langle|\delta I_j|^2\rangle = N\sigma_\eta^2$, and to first order $\delta L_j = \delta I_j/I_j$, valid while $\sigma_\eta\sqrt N\ll\min|I_j|$. With the plateau value $2W$ held fixed, Parseval's relation for step 4 gives $\sum_k|\delta\pi_k|^2 = N^{-1}\sum_j|\delta I_j|^2/|I_j|^2$. Here $\delta\pi$ is a circular convolution of $\eta$ with a fixed kernel, so every bin has the same variance. Reading the plateau from the noisy data adds the error of the single value $L_{N/2}$, of order $\sqrt N\,e^{2W}\sigma_\eta$, to the bin $E=0$ alone, which step 5 does not use. For all other bins

$$\frac{\langle\delta\pi_k^2\rangle^{1/2}}{\sigma_\eta} = \left[\frac1N\sum_j|I_j|^{-2}\right]^{1/2} = e^{2W}\left[\frac1N\sum_je^{-2\,\mathrm{Re}\,p(t_j)}\right]^{1/2}.$$

When $p$ is negligible on most of the time grid the bracket is near one and the gain is near $e^{2W}$. From $\mathrm{Re}\,p\ge-2W$ one has $|I|\ge e^{-4W}$, so the gain cannot exceed $e^{4W}$. This is a bound, and it exceeds the values found below by about the factor $e^{2W}$. With random noise at 300 K the measured gain, the formula and $e^{2W}$ are 1.544, 1.544, 1.550 at $Q = 6$ Å⁻¹ ($2W = 0.4382$); 3.359, 3.355, 3.378 at 10 Å⁻¹; and 130.0, 129.8, 130.2 at 20 Å⁻¹ ($2W = 4.869$).

Step 5 divides by $E_R$, which at fixed temperature is proportional to $2W$. For white noise of fixed size relative to the unit area of $S$, the error of $g$ therefore varies as $e^{2W}/2W$, whose minimum lies at $2W=1$, near $Q = 10/\sqrt{1.2172}\approx9$ Å⁻¹ in this model. Counting noise, whose variance follows $s_k$, is not white and needs the variance sum redone bin by bin. Once the noise in $I_j$ is comparable with $\min|I_j|$, which is at most the plateau value $e^{-2W}$ and is 0.27 of it at $Q = 45$ Å⁻¹ and 20 K, the phase cannot be followed over the full time range and the inversion without a time cut fails. With the plateau value held fixed, a cut in time removes terms from the Parseval sum and so lowers the noise. If the plateau is read from one noisy value at $t_c$, its error, of order $\sqrt{N/2}\,e^{2W}\sigma_\eta$, is spread over the bins with the factor $\Delta\sin(Et_c)/\pi E$ and can exceed the noise without a cut below about $\sqrt{N/2}\,\Delta/\pi\approx7$ meV on this grid; averaging the plateau over many times reduces it. The cut broadens $g$ if it is placed before $p$ has decayed.

### Iterative stripping

An alternative stays in the energy domain. With $f_0$ known and held fixed, let $Y = S_{\rm inel}/f_0 = \sum_{n\ge1}P^{*n}/n!$, and iterate

$$P^{(k+1)} = Y - \sum_{n\ge2}\frac{(P^{(k)})^{*n}}{n!} .$$

In time the iteration decouples: $x_{k+1} = (e^p-1) - (e^{x_k}-1-x_k)$ at each $t$. Setting $x_k = p+\delta_k$ and expanding $e^{\delta_k}$,

$$\delta_{k+1} = (1-e^{p})\,\delta_k - \tfrac12e^p\delta_k^2 - \dots$$

The power series gives $|1-e^p|\le e^{|p|}-1$, and $|p(t)|\le2W$ because $P\ge0$, with equality in both at $t=0$. The worst multiplier is $-(e^{2W}-1)$. It acts on $\delta(0)$, the error in the area of $P^{(k)}$, which alternates in sign because over-estimating $P$ over-subtracts the multiphonon part. On the unbounded energy axis the fixed point is linearly stable for $2W<\ln2 = 0.693$ and unstable above. In the model at 300 K the threshold is $Q = 10\sqrt{0.69315/1.217235} = 7.55$ Å⁻¹.

Convergence from the start $P^{(0)}=0$ can be guaranteed in a smaller range. For functions of $L^1$ norm at most $\rho$, telescoping gives $\|a^{*n}-b^{*n}\|\le n\rho^{n-1}\|a-b\|$, and summing over $n\ge2$ with $1/n!$ gives the Lipschitz constant $e^\rho-1$. The first iterate is $Y$, at distance $e^{2W}-1-2W$ from $P$. Every function within that distance has norm at most $\rho = e^{2W}-1$, so the map contracts there if $e^{2W}-1<\ln2$. At $Q=6$ Å⁻¹, $0.5499<0.693$. The test finds the ratio $-0.5499$ between successive area errors near sweep 20 and an $L^1$ error of $4.5\times10^{-13}$ after 45 sweeps, of the size of the linear estimate $(0.5499-0.4382)\times0.5499^{44}\approx4\times10^{-13}$. At $Q=10$ Å⁻¹, starting from $(1+10^{-5})P$, the error grows with ratio $-2.3779$ against the linear value $-2.3778$. The quadratic term accounts for the last digit: after two sweeps $\delta = 1.217\times10^{-5}\times2.378^2 = 6.9\times10^{-5}$, and $\tfrac12e^{2W}\delta = 1.2\times10^{-4}$.

In energy, the multiplier $1-e^p$ is a convolution with $-Y$. Each sweep therefore shifts the error by the mean of the normalised $Y$, which is $E_Re^{2W}/(e^{2W}-1) = 1.505\times1.550/0.5499 = 4.24$ meV at $Q=6$ Å⁻¹, and adds its variance, 220.8 meV². After 20 sweeps the error has moved by 85 meV and gained a width $\sqrt{20\times220.8} = 66$ meV. A window of $\pm500$ meV holds it. A window of $\pm200$ meV, wide enough for the spectrum itself, lets part of it escape, and the observed ratio drops to $-0.5423$, 1.4% smaller in modulus than the value for the unbounded axis. Truncation can only lower the $L^1$ norm of the linearised map, so a finite window does not bring the instability below $\ln 2$. Variants that rescale $P^{(k)}$ or readjust $f_0$ at each sweep are different maps and are not covered by this analysis.

### Where the inversion does not apply

The logarithm isolates $p$ because $I(t)$ is a single exponential. A sample with inequivalent atoms gives a cross-section-weighted sum of terms $e^{p_d(t)-2W_d}$, and a powder whose atoms sit on sites of less than cubic symmetry gives in general an average of such terms over directions. The forward algorithms apply term by term, but the logarithm of the sum is not a one-phonon function, and the multiphonon terms no longer cancel. Anharmonicity spoils the Gaussian average $\langle e^X\rangle = e^{\langle X^2\rangle/2}$ and adds terms of higher order in $Q$ to $\ln I$. Diffusion removes the plateau. Multiple scattering and coherent scattering lie outside the definition of $S$ used here, and data taken at a fixed scattering angle must first be brought to fixed $Q$, since $E_R$ has been treated as one number for the whole spectrum.

## Calculated quantities

```
oscillators (hbar=M=1): K=[[1.3,-0.4],[-0.4,1.9]], Q=1.5, beta=2.0
mode frequencies 1.04881 1.44914, weights 0.80000 0.20000
2W(T=0) = 1.01338, lambda+ = 1.14251, lambda- = 0.12913
max error: I(t) 3.7e-14, Poisson T=0 1.9e-16, Skellam 7.2e-16
elastic weight exact = 0.31475, exp(-2W) = 0.28037
<uz^2>/<ux^2>: cubic 1.000000, xy springs doubled 1.1874
model: M = 50.0 u, T = 300.0 K, Q = 10.0 1/A, dE = 0.5 meV, N = 4096
g prefactors: band 2.85617e-04, peak 5.28255e-05 meV^-3
hbar^2/2M = 0.041802 meV A^2, kT = 25.8520 meV, dt = 0.003068 hbar/meV
ER = 4.18016 meV = 1.5362e-04 Eh
2W/ER = 0.291193 1/meV, 2W = 1.217235, exp(-2W) = 0.296048
<u_Q^2> = 0.012172 A^2 = 0.043468 bohr^2
lambda+ = 0.735183, lambda- = 0.482052
weights n=0..6: 0.29605 0.36036 0.21932 0.08899 0.02708 0.00659 0.00134
L1 error, orders 0..3: 0.035283; Poisson tail 0.035283
orders needed for L1 error below 1e-6 = 9
max bin difference convolution vs exponentiation = 5.6e-17
S(15 meV) = 1.5010e-02 1/meV; shares n=1,2,3,4: 0.5847 0.2813 0.1000 0.0268
S(30 meV) = 6.7555e-03 1/meV; shares n=1,2,3,4: 0.4373 0.3362 0.1615 0.0503
S(45 meV) = 1.4231e-03 1/meV; shares n=1,2,3,4: 0.0000 0.4437 0.3585 0.1465
kappa1 = 4.18016 meV, kappa2 = 229.012 meV^2, kappa3 = 2033.47 meV^3
T from detailed balance at 20 meV = 300.0000 K
inversion: 2W = 1.217235, int g = 1.00000000, max error 2.5e-16 1/meV
g(15 meV): true 4.68331e-02, recovered 4.68331e-02, naive 2.37111e-02 1/meV
g(30 meV): true 4.91700e-02, recovered 4.91700e-02, naive 3.32910e-02 1/meV
g(45 meV): true 1.63346e-09, recovered 1.63346e-09, naive 1.26324e-02 1/meV
naive int g = 3.37783, exp(2W) = 3.37783
mean energy: recovered 20.5488, naive 30.8572 meV
naive weight at and above 40 meV = 0.2439
int g with elastic line 10% too large = 0.97125
max error of g, resolution sigma 1 meV, cut |t|<4 = 4.6e-14 1/meV
Q=45 1/A, T=20 K: ER = 84.648 meV, 2W = 5.3613, max Im p = 3.9794
  max error of g: unwrapped 6.1e-16, principal log 4.22e-02 1/meV
noise Q=6 1/A: 2W = 0.4382, gain 1.544, predicted 1.544, exp(2W) 1.550
noise Q=10 1/A: 2W = 1.2172, gain 3.359, predicted 3.355, exp(2W) 3.378
noise Q=20 1/A: 2W = 4.8689, gain 129.986, predicted 129.831, exp(2W) 130.183
stripping Q=6, window 500 meV: ratio -0.5499, -(exp(2W)-1) = -0.5499
  L1 error after 45 sweeps 4.5e-13; ratio with window 200 meV -0.5423
  error drift 4.241 meV and variance 220.8 meV^2 per sweep
stripping Q=10: ratio -2.3779, -(exp(2W)-1) = -2.3778
ln 2 = 0.69315, threshold Q = 7.5462 1/A
```
